# Minimum radius for a spherical quantum dot to bind an electron: a program that tests the result

```python
"""
Result under test: a spherical well of depth V0 and radius R binds a particle
of mass m (same mass inside and outside) if and only if
    R > Rc = pi*hbar / (2*sqrt(2*m*V0)).
Symbols: E = energy above the well bottom, W = V0 - E = binding energy,
k and kappa = inside wave number and outside decay constant.
Units: eV and nm; masses are in units of the free-electron mass.
The formulas are compared with grid diagonalization of the Hamiltonian.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh

C0 = const.hbar**2 / (2 * const.m_e * const.e) * 1e18   # hbar^2/(2 m0), eV nm^2
MASS, V0 = 0.05, 0.5
C = C0 / MASS
BARRIER_MASS, GAP = 0.067, 1.0      # rough GaAs mass; rough two-band gap in eV
R_EX, R_WEAK = 3.0, 2.0             # example radii, nm

Rc = np.pi / 2 * np.sqrt(C / V0)


def binding(R, m_out=MASS, gap=np.inf):
    """Lowest l=0 binding energy from matching psi and psi'/m at r=R."""
    def mismatch(W):
        E = V0 - W
        m_in = MASS * (1 + E / gap)
        x = R * np.sqrt(m_in * E / C0)
        y = R * np.sqrt(m_out * W / C0)
        return (np.sin(x) - x*np.cos(x)) / m_in - (1 + y) * np.sin(x) / m_out
    return brentq(mismatch, 0.0, V0 * (1 - 1e-6), xtol=1e-15)


def threshold(m_in, m_out):
    """Radius at which the l=0 level just reaches the barrier edge."""
    x = brentq(lambda z: z * np.cos(z) - (1 - m_in / m_out) * np.sin(z),
               0.1, 3.1)
    return x * np.sqrt(C0 / (m_in * V0))


def radial_grid(R, m_in=MASS, m_out=MASS, l=0, cells=100, box=90.0):
    """Finite-volume radial Hamiltonian: binding energy, outside probability."""
    h = R / cells
    n = int(box / h)
    faces = h * np.arange(n + 1)
    mid = (faces[1:] + faces[:-1]) / 2
    inside = np.arange(n) < cells
    mass = np.where(inside, m_in, m_out)
    volume = np.diff(faces**3) / (3 * h)
    inverse_mass = np.full(n + 1, 1 / m_out)
    inverse_mass[1:-1] = 2 / (mass[1:] + mass[:-1])
    flux = C0 * faces**2 * inverse_mass / h**2
    diagonal = (flux[:-1] + flux[1:]) / volume + np.where(inside, 0, V0)
    diagonal += C0 * l * (l + 1) / (mass * mid**2)
    off = -flux[1:-1] / np.sqrt(volume[1:] * volume[:-1])
    energy, vector = eigh_tridiagonal(diagonal, off, select='i',
                                      select_range=(0, 0))
    return V0 - energy[0], np.sum(vector[~inside, 0]**2)


def grid_threshold(m_in, m_out, scale):
    """Extrapolate grid results R(kappa) to kappa=0, without matching."""
    radii = scale * np.array([1.08, 1.14, 1.20, 1.26, 1.32])
    kappas = [np.sqrt(m_out * radial_grid(R, m_in, m_out)[0] / C0)
              for R in radii]
    return np.polyfit(kappas, radii, 4)[-1]


def axial_binding(is_inside, h=0.125, n=120):
    """Ground state on a (rho,z) grid, even in z, equal masses."""
    faces = h * np.arange(n + 1)
    mid = (faces[1:] + faces[:-1]) / 2
    t = C / h**2
    off_rho = -t * faces[1:-1] / np.sqrt(mid[1:] * mid[:-1])
    T_rho = diags([off_rho, np.full(n, 2 * t), off_rho], [-1, 0, 1])
    diagonal_z = np.full(n, 2 * t)
    diagonal_z[0] = t
    off_z = np.full(n - 1, -t)
    T_z = diags([off_z, diagonal_z, off_z], [-1, 0, 1])
    fraction = np.zeros((n, n))
    shifts = ((np.arange(8) + 0.5) / 8 - 0.5) * h
    for a in shifts:
        for b in shifts:
            fraction += is_inside(mid[:, None] + a, mid[None, :] + b) / 64
    H = (kron(T_rho, identity(n)) + kron(identity(n), T_z)
         + diags(V0 * (1 - fraction).ravel()))
    energy = eigsh(H.tocsc(), k=1, sigma=0, which='LM',
                   v0=np.ones(n * n), return_eigenvectors=False)
    return V0 - energy[0]


# Threshold: extrapolated diagonalization and both sides of the condition.
Rc_grid = grid_threshold(MASS, MASS, 1.94)
assert abs(Rc_grid - Rc) < 0.005
assert round(Rc, 2) == 1.94
assert radial_grid(0.95 * Rc)[0] < 0 < radial_grid(1.05 * Rc)[0]
# The first p state appears at twice the radius and lies above the s state.
assert radial_grid(1.94 * Rc, l=1)[0] < 0 < radial_grid(2.06 * Rc, l=1)[0]
assert radial_grid(5.0, l=1)[0] < radial_grid(5.0)[0]


# The quadratic onset law must become better linearly in the excess radius.
def onset(R):
    return np.pi**2 / 4 * V0 * (R / Rc - 1)**2


errors = [abs(binding(Rc*(1+s)) / onset(Rc*(1+s)) - 1) for s in (1e-2, 1e-3)]
assert errors[1] < 0.01 and errors[1] < 0.2 * errors[0]

# Example dot: matching against radial and two-coordinate diagonalization.
W = binding(R_EX)
E = V0 - W
k, kappa = np.sqrt(E / C), np.sqrt(W / C)
P_out = (E / V0) / (1 + kappa * R_EX)
W_grid, P_grid = radial_grid(R_EX)
W_axial = axial_binding(lambda rho, z: rho**2 + z**2 < R_EX**2)
assert abs(W - W_grid) < 2e-4 and abs(P_out - P_grid) < 2e-3
assert abs(W - W_axial) < 2e-3      # curved surface on a 0.125 nm grid
W_weak = binding(R_WEAK)

# Barrier mass and nonparabolicity.
Rc_mass = threshold(MASS, BARRIER_MASS)
mass_at_edge = MASS * (1 + V0 / GAP)
Rc_band = threshold(mass_at_edge, BARRIER_MASS)
assert abs(grid_threshold(MASS, BARRIER_MASS, Rc_mass) - Rc_mass) < 0.005
assert abs(grid_threshold(mass_at_edge, BARRIER_MASS, Rc_band)
           - Rc_band) < 0.005
W_mass = binding(R_EX, BARRIER_MASS)
W_band = binding(R_EX, BARRIER_MASS, GAP)
assert abs(W_mass - radial_grid(R_EX, MASS, BARRIER_MASS)[0]) < 3e-4
mass_at_level = MASS * (1 + (V0 - W_band) / GAP)
assert abs(W_band - radial_grid(R_EX, mass_at_level, BARRIER_MASS)[0]) < 3e-4

# Flat disc of equal volume.
height = 2.0
disc_radius = np.sqrt(4 * R_EX**3 / (3 * height))
W_disc = axial_binding(lambda rho, z: (rho < disc_radius) & (z < height / 2))

# Wetting layer: even state of a thin planar well, by direct diagonalization.
layer = 0.5
h = layer / 20
n_layer = int(60 / h)
diagonal = np.full(n_layer, 2 * C / h**2 + V0)
diagonal[0] -= C / h**2
diagonal[:10] -= V0
layer_energy = eigh_tridiagonal(diagonal, np.full(n_layer - 1, -C / h**2),
                                eigvals_only=True, select='i',
                                select_range=(0, 0))[0]
W_layer = V0 - layer_energy

# Temperature.
kT = const.k * 300 / const.e
R_thermal = brentq(lambda R: binding(R) - kT, 1.01 * Rc, R_EX)

# Field escape: triangular barrier that starts at the dot edge.
field_MV_cm = 0.05
slope = field_MV_cm * 0.1           # eV per nm
W_edge = W - slope * R_EX
exponent = 4 / 3 * W_edge**1.5 / (np.sqrt(C) * slope)
action = quad(lambda s: 2 * np.sqrt(max(W_edge - slope * s, 0) / C),
              0, W_edge / slope)[0]
assert abs(action / exponent - 1) < 1e-5
speed = const.hbar * k * 1e9 / (MASS * const.m_e)
lifetime_ns = 2 * R_EX * 1e-9 / speed * np.exp(exponent) * 1e9

lattice = 0.6                       # rough lattice constant, nm

print(f"Effective mass: {MASS} m0; well depth: {V0} eV")
print(f"hbar^2/(2m): {C:.4f} eV nm^2")
print(f"Length hbar/sqrt(2 m V0): {np.sqrt(C / V0):.4f} nm")
print(f"Critical radius, formula: {Rc:.4f} nm")
print(f"Critical radius, grid extrapolation: {Rc_grid:.4f} nm")
print(f"Radius for first p state: {2 * Rc:.3f} nm")
print(f"Weak dot radius: {R_WEAK} nm")
print(f"Weak dot R/Rc - 1: {R_WEAK / Rc - 1:.4f}")
print(f"Weak dot binding, matching: {W_weak:.5f} eV")
print(f"Weak dot binding, onset law: {onset(R_WEAK):.5f} eV")
print(f"Weak dot decay length 1/kappa: {np.sqrt(C / W_weak):.1f} nm")
print(f"Onset law relative error at 1% excess: {errors[0]:.4f}")
print(f"Onset law relative error at 0.1% excess: {errors[1]:.5f}")
print(f"Example radius: {R_EX} nm")
print(f"Example x0: {R_EX * np.sqrt(V0 / C):.4f}")
print(f"Example root x = kR: {k * R_EX:.4f}")
print(f"Example kappa R: {kappa * R_EX:.4f}")
print(f"Example level E: {E:.4f} eV")
print(f"Example binding W: {W:.4f} eV")
print(f"Example binding, radial grid: {W_grid:.4f} eV")
print(f"Example binding, two-coordinate grid: {W_axial:.4f} eV")
print(f"Example decay length 1/kappa: {1 / kappa:.2f} nm")
print(f"Outside probability, formula: {P_out:.4f}")
print(f"Outside probability, grid: {P_grid:.4f}")
print(f"Barrier mass used for correction: {BARRIER_MASS} m0")
print(f"Critical radius with barrier mass: {Rc_mass:.3f} nm")
print(f"Example binding with barrier mass: {W_mass:.4f} eV")
print(f"Two-band gap parameter: {GAP} eV")
print(f"Inside mass at barrier edge: {mass_at_edge:.4f} m0")
print(f"Critical radius, barrier mass + nonparabolic: {Rc_band:.3f} nm")
print(f"Example binding, barrier mass + nonparabolic: {W_band:.4f} eV")
print(f"Equal-volume disc height: {height} nm")
print(f"Equal-volume disc radius: {disc_radius:.3f} nm")
print(f"Equal-volume disc binding: {W_disc:.4f} eV")
print(f"Wetting layer thickness: {layer} nm")
print(f"Wetting layer level below barrier: {W_layer:.4f} eV")
print(f"Example level below wetting layer: {W - W_layer:.4f} eV")
print(f"kT at 300 K: {kT:.4f} eV")
print(f"Example W/kT: {W / kT:.2f}")
print(f"Radius at which W = kT: {R_thermal:.3f} nm")
print(f"Electric field: {field_MV_cm} MV/cm")
print(f"Barrier left at dot edge: {W_edge:.4f} eV")
print(f"Tunnelling exponent: {exponent:.2f}")
print(f"Rough tunnelling lifetime: {lifetime_ns:.1g} ns")
print(f"Rough lattice constant: {lattice} nm")
print(f"Critical diameter in lattice constants: {2 * Rc / lattice:.1f}")
print("OK")
```

Running it gives:

```
Effective mass: 0.05 m0; well depth: 0.5 eV
hbar^2/(2m): 0.7620 eV nm^2
Length hbar/sqrt(2 m V0): 1.2345 nm
Critical radius, formula: 1.9391 nm
Critical radius, grid extrapolation: 1.9406 nm
Radius for first p state: 3.878 nm
Weak dot radius: 2.0 nm
Weak dot R/Rc - 1: 0.0314
Weak dot binding, matching: 0.00113 eV
Weak dot binding, onset law: 0.00121 eV
Weak dot decay length 1/kappa: 26.0 nm
Onset law relative error at 1% excess: 0.0242
Onset law relative error at 0.1% excess: 0.00246
Example radius: 3.0 nm
Example x0: 2.4301
Example root x = kR: 2.0990
Example kappa R: 1.2247
Example level E: 0.3730 eV
Example binding W: 0.1270 eV
Example binding, radial grid: 0.1270 eV
Example binding, two-coordinate grid: 0.1271 eV
Example decay length 1/kappa: 2.45 nm
Outside probability, formula: 0.3353
Outside probability, grid: 0.3353
Barrier mass used for correction: 0.067 m0
Critical radius with barrier mass: 1.716 nm
Example binding with barrier mass: 0.1594 eV
Two-band gap parameter: 1.0 eV
Inside mass at barrier edge: 0.0750 m0
Critical radius, barrier mass + nonparabolic: 1.656 nm
Example binding, barrier mass + nonparabolic: 0.1845 eV
Equal-volume disc height: 2.0 nm
Equal-volume disc radius: 4.243 nm
Equal-volume disc binding: 0.0679 eV
Wetting layer thickness: 0.5 nm
Wetting layer level below barrier: 0.0195 eV
Example level below wetting layer: 0.1075 eV
kT at 300 K: 0.0259 eV
Example W/kT: 4.91
Radius at which W = kT: 2.282 nm
Electric field: 0.05 MV/cm
Barrier left at dot edge: 0.1120 eV
Tunnelling exponent: 11.45
Rough tunnelling lifetime: 0.3 ns
Rough lattice constant: 0.6 nm
Critical diameter in lattice constants: 6.5
OK
```
